# Spherical Bessel transforms: the Fourier phase and the inverse factor

## 1. What symmetry and scaling fix

The Fourier kernel $e^{-i\mathbf k\cdot\mathbf r}$ is unchanged when $\mathbf k$ and $\mathbf r$ are rotated together, so the three-dimensional Fourier transform commutes with rotations. A function $f(r)Y_{lm}(\hat r)$ belongs to a multiplet of angular momentum $l$, and its transform must belong to the same multiplet with the same $m$. On a sphere of fixed $k$ there is one such multiplet for each $l$. The transform is therefore $Y_{lm}(\hat k)$ times a function of $k$ that does not depend on $m$.

Scaling restricts the inverse. Let $j_l$ be the spherical Bessel function and consider, formally,

$$C(r,r')=\int_0^\infty k^2 j_l(kr)j_l(kr')\,dk .$$

Replacing $r,r'$ by $\lambda r,\lambda r'$ and substituting $k\to k/\lambda$ gives $C(\lambda r,\lambda r')=\lambda^{-3}C(r,r')$. The distribution $\delta(r-r')/r^2$ has this scaling. The argument does not show that $C$ vanishes for $r\neq r'$, and it does not give the numerical factor. Both need a calculation.

The results are

$$\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}f(r)Y_{lm}(\hat r)=4\pi(-i)^l\,Y_{lm}(\hat k)\,F_l(k), \tag{1}$$

$$F_l(k)=\int_0^\infty r^2 j_l(kr)f(r)\,dr, \tag{2}$$

$$\int_0^\infty k^2 j_l(kr)j_l(kr')\,dk=\frac{\pi}{2r^2}\,\delta(r-r'),\qquad r,r'>0, \tag{3}$$

$$f(r)=\frac2\pi\int_0^\infty k^2 j_l(kr)F_l(k)\,dk. \tag{4}$$

The $Y_{lm}$ are orthonormal complex harmonics with the Condon-Shortley phase. The forward transform has no prefactor, so the three-dimensional inverse carries $1/(2\pi)^3$. I assume that $\int r^2|f|\,dr$ and $\int r^2|f|^2\,dr$ are finite. The first condition makes (1) and (2) absolutely convergent; the second is used for the inverse. Equation (3) is a statement about distributions: cut the integral off at $K$, integrate against a test function of $r'$, then let $K\to\infty$.

## 2. The angular integral

Let $u=\hat k\cdot\hat r$, and average $Y_{lm}(\hat r)$ over all rotations about $\hat k$. The angular Laplacian commutes with rotations, so the average $A$ still has eigenvalue $-l(l+1)$. It depends on $u$ alone and obeys Legendre's equation

$$\frac{d}{du}\left[(1-u^2)\frac{dA}{du}\right]+l(l+1)A=0 .$$

A solution independent of $P_l$ diverges logarithmically at $u=\pm1$, whereas the average is finite there. Hence $A=cP_l(u)$. At $u=1$ the circle of averaging shrinks to the point $\hat k$, and $P_l(1)=1$, so $c=Y_{lm}(\hat k)$.

For any integrable $g(u)$, integrate first over the azimuth about $\hat k$, which gives $2\pi A$, and then over $u$:

$$\int d\Omega_r\,g(\hat k\cdot\hat r)\,Y_{lm}(\hat r)=2\pi\,Y_{lm}(\hat k)\int_{-1}^{1}g(u)P_l(u)\,du. \tag{5}$$

## 3. The Legendre integral and its phase

Equation (5) will be used with $g=e^{-ikru}$, so we need

$$I_l(x)=\frac12\int_{-1}^{1}e^{-ixu}P_l(u)\,du .$$

The claim is $I_l(x)=(-i)^l j_l(x)$, where $j_l$ is the solution of

$$x^2j_l''+2xj_l'+[x^2-l(l+1)]j_l=0 \tag{6}$$

that behaves as $x^l/(2l+1)!!$ for small $x$.

**Differential equation.** Write $E=e^{-ixu}$. Each derivative in $x$ brings down $-iu$, so

$$\left(x^2\partial_x^2+2x\partial_x+x^2\right)E=\left[x^2(1-u^2)-2ixu\right]E .$$

Differentiating in $u$ instead gives

$$\partial_u\left[(1-u^2)\partial_uE\right]=\partial_u\left[-ix(1-u^2)E\right]=\left[2ixu-x^2(1-u^2)\right]E ,$$

which is the negative of the previous line. Two integrations by parts, whose boundary terms vanish because of the factor $1-u^2$, yield

$$x^2I_l''+2xI_l'+x^2I_l=-\frac12\int_{-1}^1E\,\frac{d}{du}\left[(1-u^2)P_l'\right]du=l(l+1)I_l .$$

This is equation (6).

**Normalization.** Expand $E$ in powers of $xu$. Powers of $u$ below $l$ are orthogonal to $P_l$, so the first surviving term contains $\int u^lP_l\,du$. Insert $P_l=\frac{1}{2^l l!}\frac{d^l}{du^l}(u^2-1)^l$ and integrate by parts $l$ times:

$$\int_{-1}^1u^lP_l\,du=\frac{(-1)^l}{2^l}\int_{-1}^1(u^2-1)^l\,du=\frac{J_l}{2^l},\qquad J_l=\int_{-1}^1(1-u^2)^l\,du .$$

Splitting off one factor $1-u^2$ gives

$$J_l=J_{l-1}-\int_{-1}^1u^2(1-u^2)^{l-1}du=J_{l-1}-\frac{J_l}{2l},$$

where the last integral was done by parts. Thus $J_l=\frac{2l}{2l+1}J_{l-1}$. With $J_0=2$ this gives $J_l=2\cdot2^l\,l!/(2l+1)!!$, and therefore

$$I_l(x)\to\frac12\,\frac{(-ix)^l}{l!}\,\frac{2\,l!}{(2l+1)!!}=(-i)^l\frac{x^l}{(2l+1)!!}.$$

The other independent solution of (6) grows as $x^{-l-1}$ at the origin and is excluded. Hence

$$\frac12\int_{-1}^1e^{-ixu}P_l(u)\,du=(-i)^lj_l(x). \tag{7}$$

Since $|P_l(u)|\le1$ on the interval, (7) also gives $|j_l(x)|\le1$, so (2) converges under the stated condition.

## 4. The forward transform

Absolute convergence allows the angular integral to be done first. By (5) and (7),

$$\int d\Omega_r\,e^{-i\mathbf k\cdot\mathbf r}Y_{lm}(\hat r)=2\pi Y_{lm}(\hat k)\cdot2(-i)^lj_l(kr)=4\pi(-i)^lY_{lm}(\hat k)j_l(kr).$$

Multiplication by $r^2f(r)$ and integration over $r$ prove (1).

Several variants follow for use in code:

- With the kernel $e^{+i\mathbf k\cdot\mathbf r}$, substitute $u\to-u$ in (7). Because $P_l(-u)=(-1)^lP_l(u)$, the phase becomes $(-1)^l(-i)^l=i^l$.
- With a unitary transform, which has the prefactor $(2\pi)^{-3/2}$, the coefficient $4\pi$ becomes $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$.
- Real harmonics are linear combinations of $Y_{lm}$ at the same $l$. By linearity, (1) holds for them with the same real harmonic on both sides.
- For a function centred at $\mathbf R$, the substitution $\mathbf r\to\mathbf r+\mathbf R$ multiplies the result by $e^{-i\mathbf k\cdot\mathbf R}$.

If $\int r^{l+2}|f|\,dr$ is finite, the small-argument form of $j_l$ gives

$$F_l(k)\to\frac{k^l}{(2l+1)!!}\int_0^\infty r^{l+2}f(r)\,dr,\qquad k\to0 .$$

When this radial multipole moment is nonzero, it sets the leading long-wavelength response. When it vanishes, as it does at $l=0$ for a charge-neutral density, $F_l$ goes to zero faster than $k^l$; if $\int r^{l+4}|f|\,dr$ is finite, the next term of $j_l$ shows that $F_l$ is then at most of order $k^{l+2}$, and smaller still if the moment with $r^{l+4}$ also vanishes. A function with a Coulomb tail $1/r$ violates the integrability condition, and its transform needs a separate limiting definition.

## 5. The kernel with a finite cutoff

Define $s_l(x)=xj_l(x)$. Equation (6) becomes

$$s_l''=-\left[1-\frac{l(l+1)}{x^2}\right]s_l. \tag{8}$$

Let $p(k)=kj_l(kr)=s_l(kr)/r$ and $q(k)=kj_l(kr')=s_l(kr')/r'$. From (8),

$$p''=-\left[r^2-\frac{l(l+1)}{k^2}\right]p,\qquad q''=-\left[r'^2-\frac{l(l+1)}{k^2}\right]q .$$

The centrifugal terms cancel in the derivative of the Wronskian:

$$\frac{d}{dk}(pq'-p'q)=pq''-p''q=(r^2-r'^2)\,pq .$$

At $k=0$ the Wronskian vanishes, since $p$ and $q$ behave as $k^{l+1}$. Integration from 0 to $K$ gives, for $r\ne r'$,

$$D_K(r,r')\equiv\int_0^Kk^2j_l(kr)j_l(kr')\,dk=\frac{r's_l(Kr)s_l'(Kr')-r\,s_l'(Kr)s_l(Kr')}{rr'(r^2-r'^2)}. \tag{9}$$

With $s_l'(x)=j_l(x)+xj_l'(x)$, the terms without a derivative of $j_l$ cancel, leaving

$$D_K=\frac{K^2\left[r'j_l(Kr)j_l'(Kr')-r\,j_l'(Kr)j_l(Kr')\right]}{r^2-r'^2}. \tag{10}$$

In floating-point arithmetic (10) loses digits by cancellation as $r'\to r$. On the diagonal one can use, with $X=Kr$,

$$D_K(r,r)=\frac{1}{2r^3}\left\{X\left[s_l'^2+\left(1-\frac{l(l+1)}{X^2}\right)s_l^2\right]-s_ls_l'\right\}_{x=X}.$$

To verify it, differentiate the brace with respect to $X$ and use (8). The result is $2s_l^2(X)$, and the brace vanishes at $X=0$. This agrees with $D_K(r,r)=r^{-3}\int_0^Xs_l^2\,dx$.

## 6. Large cutoff

Integrating (7) by parts repeatedly terminates, because $P_l$ is a polynomial:

$$\int_{-1}^1e^{-ixu}P_l\,du=-\sum_{n=0}^{l}\frac{1}{(ix)^{n+1}}\left[e^{-ixu}P_l^{(n)}(u)\right]_{u=-1}^{u=1}.$$

The $n=0$ term is $\frac ix\left[e^{-ix}-(-1)^le^{ix}\right]$. Since $j_l=i^lI_l$, its contribution to $s_l$ is

$$\frac i2\left[i^le^{-ix}-(-i)^le^{ix}\right]=\frac i2\left[e^{-i(x-l\pi/2)}-e^{i(x-l\pi/2)}\right]=\sin\left(x-\frac{l\pi}2\right).$$

The remaining terms are $O(1/x)$. As the sum is finite, it can be differentiated term by term, so $s_l$, $s_l'$ and $s_l''$ equal $\sin$, $\cos$ and $-\sin$ of $x-l\pi/2$, each up to $O(1/x)$.

Put $\alpha=Kr-l\pi/2$ and $\beta=Kr'-l\pi/2$. The leading numerator in (9) is

$$r'\sin\alpha\cos\beta-r\cos\alpha\sin\beta=\tfrac12\left[(r+r')\sin(\alpha-\beta)-(r-r')\sin(\alpha+\beta)\right].$$

Here $\alpha-\beta=K(r-r')$ and $\sin(\alpha+\beta)=(-1)^l\sin K(r+r')$. Division by $rr'(r-r')(r+r')$ gives

$$D_K=\frac1{2rr'}\left[\frac{\sin K(r-r')}{r-r'}-(-1)^l\frac{\sin K(r+r')}{r+r'}\right]+R_K. \tag{11}$$

The remainder needs care, because its denominator vanishes on the diagonal. Let $N_K$ be the full numerator in (9) minus the leading one, with $r,r'$ in an interval $[a,b]$, $a>0$. Three facts control it:

1. $N_K=O(1/K)$, from the expansions above.
2. $N_K=0$ at $r'=r$, because both numerators vanish there.
3. $\partial N_K/\partial r'=O(1)$, because differentiating a function of $Kr'$ supplies one factor $K$ against an error $O(1/K)$.

By facts 2 and 3 and the mean value theorem, $|N_K|\le M|r-r'|$ with $M$ independent of $K$. Hence $R_K$ is bounded on $[a,b]$ uniformly in $K$, and fact 1 makes it vanish for $r\ne r'$. Dominated convergence then gives $\int R_K\varphi\,dr'\to0$ for every bounded $\varphi$ supported in $[a,b]$.

Numerically, for $l=2$ and $r=2$ in dimensionless units, the largest sampled $|R_K|$ is $2.1\times10^{-2}$, $2.9\times10^{-3}$ and $3.9\times10^{-4}$ at $K=20$, 80 and 320. The sampled window $|r-r'|\le20/K$ narrows with $K$, so these values do not measure a decay rate at fixed $r'$.

## 7. Closure and the factor $2/\pi$

Let $\varphi$ be continuously differentiable and supported inside $(a,b)$, let $r$ lie in $(a,b)$, and set $\psi(r')=\varphi(r')/(2rr')$. Write $\psi(r')=\psi(r)+(r'-r)h(r')$, where $h$ is bounded because $\psi$ has a bounded derivative. The first term of (11) contributes

$$\psi(r)\int_a^b\frac{\sin K(r-r')}{r-r'}\,dr'-\int_a^bh(r')\sin K(r-r')\,dr' .$$

With $t=K(r'-r)$ the first integral tends to $\int_{-\infty}^\infty\frac{\sin t}{t}\,dt=\pi$. The second vanishes by the Riemann-Lebesgue lemma. So does the contribution of the $r+r'$ term in (11), whose denominator is never zero. Therefore

$$\lim_{K\to\infty}\int D_K(r,r')\varphi(r')\,dr'=\pi\psi(r)=\frac{\pi}{2r^2}\varphi(r),$$

which is (3). The factor is the product of $\pi$ from the Dirichlet kernel and $\frac12$ from the product of two sines.

Choose $\varphi(r')=r'^2f(r')$. For finite $K$ the integrations may be exchanged, so

$$\int_0^Kk^2j_l(kr)F_l(k)\,dk=\int r'^2D_K(r,r')f(r')\,dr'\to\frac\pi2f(r),$$

and (4) holds pointwise for this class of $f$.

**Extension.** For the same $f$, the integral $\int r'^2D_Kf\,dr'$ is bounded uniformly in $K$ and in $r\in[a,b]$: the partial integrals of $\sin t/t$ are bounded, $|h|\le\max|\psi'|$ with $\psi$ and $\psi'$ bounded because $r\ge a$, the denominator $r+r'$ is at least $2a$, and the constant $M$ that bounds $R_K$ does not depend on $r$. Dominated convergence therefore allows the limit to be taken under an integral over $r$. Multiplying by $r^2f^*(r)$ and integrating gives

$$\int_0^\infty k^2|F_l|^2\,dk=\frac\pi2\int_0^\infty r^2|f|^2\,dr. \tag{12}$$

Define $(Tf)(k)=\sqrt{2/\pi}\,F_l(k)$. Equation (12) says that $T$ preserves the norm on a dense set, so it extends to all square-integrable radial functions with weight $r^2$. Its kernel is real and symmetric in $k$ and $r$, so $\langle g,Tf\rangle=\langle Tg,f\rangle$. Norm preservation implies $\langle Tg,Tf\rangle=\langle g,f\rangle$. Together these give $\langle g,T^2f\rangle=\langle g,f\rangle$ for every $g$, hence $T^2=1$. Equation (4) thus holds in the mean-square sense for all such $f$. If $k^2F_l$ is also absolutely integrable, the right-hand side of (4) is a continuous function of $r$ and equals $f$ wherever $f$ is continuous.

The three-dimensional inverse gives the same factor. Its kernel $e^{+i\mathbf k\cdot\mathbf r}$ supplies $4\pi i^l$, so the total coefficient is

$$\frac{4\pi(-i)^l\cdot4\pi i^l}{(2\pi)^3}=\frac{16\pi^2}{8\pi^3}=\frac2\pi .$$

**Effect of a finite cutoff.** Take $f=(r-1)^2(3-r)^2$ on $1<r<3$ and zero elsewhere, in dimensionless units. The integral $\int_0^Kk^2j_lF_l\,dk$ divided by $f$ at $r=1.7$ should approach $\pi/2=1.570796$:

| $l$ | $K=5$ | $K=10$ | $K=160$ |
|---|---|---|---|
| 0 | 1.583931 | 1.581487 | 1.570798 |
| 2 | 1.570809 | 1.581604 | 1.570798 |
| 3 | 1.605165 | 1.581214 | 1.570798 |

For $l=2$ the value at $K=5$ is closer to the limit than the value at $K=10$. Convergence at one point is not monotonic, so good agreement at a single cutoff does not establish convergence.

## 8. Worked example: the hydrogen 2p orbital

Take the nonrelativistic hydrogen atom with a fixed point nucleus, in atomic units. Nuclear motion, relativity and radiative effects are left out. The radial function is

$$R_{21}(r)=\frac{r\,e^{-r/2}}{2\sqrt6}.$$

Since $j_0(x)=\sin x/x$,

$$\int_0^\infty re^{-ar}j_0(kr)\,dr=\frac1k\int_0^\infty e^{-ar}\sin kr\,dr=\frac1{a^2+k^2}.$$

Differentiating (7) at $l=0$ gives $j_0'=-iI_1=-i(-i)j_1=-j_1$. Applying $-\partial_k$ and then $-\partial_a$ to the integral yields

$$\int_0^\infty r^2e^{-ar}j_1(kr)\,dr=\frac{2k}{(a^2+k^2)^2},\qquad\int_0^\infty r^3e^{-ar}j_1(kr)\,dr=\frac{8ak}{(a^2+k^2)^3}.$$

With $a=\frac12$ and the prefactor $1/(2\sqrt6)$,

$$F_1(k)=\frac{2k}{\sqrt6\,(k^2+\frac14)^3}. \tag{13}$$

**Forward transform.** Choose $k=0.8\ \mathrm{bohr}^{-1}$ in the direction $\theta=1.1$, $\phi=0.6$ rad. Then $F_1=0.926562\ \mathrm{bohr}^{3/2}$ and $Y_{11}(\hat k)=-0.254127-0.173857i$. Multiplication by $-i$ turns the harmonic into $-0.173857+0.254127i$, so (1) gives

$$4\pi(0.926562)(-0.173857+0.254127i)=-2.0243+2.9589i\ \mathrm{bohr}^{3/2}.$$

Direct quadrature of the three-dimensional integral gives the same value to these digits. The numerical check also tests (1) for all $m$ with $l=0$ to 3 on another radial function.

**Inverse.** At $r=2$ bohr the integral $\int_0^\infty k^2j_1(kr)F_1\,dk$ is $0.235912\ \mathrm{bohr}^{-3/2}$. Multiplication by $2/\pi$ gives $0.150186\ \mathrm{bohr}^{-3/2}$, which agrees with $R_{21}(2)$.

**Momentum distribution.** By (12), the probability density for the magnitude of the momentum, with $\hbar=1$, is $\frac2\pi k^2F_1^2$. It integrates to 1.000000. The kinetic energy

$$\frac2\pi\int_0^\infty\frac{k^2}{2}\,k^2F_1^2\,dk=0.125000\ \text{hartree}=3.40\ \text{eV}$$

agrees with the position-space value $\frac12\int_0^\infty(r^2R_{21}'^2+2R_{21}^2)\,dr$, where the second term is the centrifugal energy with $l(l+1)=2$. The program evaluates the first term as $[(rR_{21})']^2=r^2R_{21}'^2+(rR_{21}^2)'$; the total derivative integrates to zero because $rR_{21}^2$ vanishes at both ends.

The density is proportional to $k^4/(k^2+\frac14)^6$. Setting its logarithmic derivative to zero gives

$$\frac4k=\frac{12k}{k^2+\frac14}\quad\Rightarrow\quad k^2+\frac14=3k^2\quad\Rightarrow\quad k=\frac1{\sqrt8}=0.35355\ \mathrm{bohr}^{-1},$$

in agreement with the numerical maximum. At small $k$ the density rises as $k^4$: two powers come from the volume element and two from $F_1\propto k$, the $l=1$ case of the long-wavelength limit in section 4.

## Calculated quantities

```
TESTS, largest absolute deviations
circle average of Y_lm, l=0..3: 8.3e-17
Legendre integral against j_l, l=0..6: 2.3e-16
3D Fourier integral, f=(1+r^2)exp(-r), l=0..3, all m: 1.2e-13
cutoff kernel, K=25, r=1.3, r'=2.1, l=0..3: 3.3e-16
REMAINDER of kernel near r=r'=2, l=2 (dimensionless model)
K=20: largest |R_K| = 2.146e-02
K=80: largest |R_K| = 2.934e-03
K=320: largest |R_K| = 3.936e-04
BUMP (r-1)^2(3-r)^2 on 1<r<3, at r=1.7: f = 0.828100
pi/2 = 1.570796; double transform / f for cutoffs K = (5, 10, 40, 160)
l=0: 1.583931  1.581487  1.570697  1.570798
l=1: 1.587169  1.578722  1.570738  1.570798
l=2: 1.570809  1.581604  1.570697  1.570798
l=3: 1.605165  1.581214  1.570746  1.570798
norm ratio int k^2 F^2 / int r^2 f^2, l=0..3: 1.570796  1.570796  1.570796  1.570796
HYDROGEN 2p, atomic units
k=0.2 1/bohr: F_1 quadrature 6.695613, closed 6.695613 bohr^(3/2)
k=0.8 1/bohr: F_1 quadrature 0.926562, closed 0.926562 bohr^(3/2)
k=2.0 1/bohr: F_1 quadrature 0.021272, closed 0.021272 bohr^(3/2)
k vector: length 0.8 1/bohr, theta 1.1 rad, phi 0.6 rad
Y_11 at k direction: -0.254127 -0.173857 i
3D integral, m=1: -2.024311 +2.958927 i bohr^(3/2)
formula, m=1:     -2.024311 +2.958927 i bohr^(3/2)
int k^2 j_1(kr) F_1 dk at r=2.0 bohr: 0.235912 bohr^(-3/2)
times 2/pi: 0.150186 bohr^(-3/2)
R_21 at r=2.0 bohr: 0.150186 bohr^(-3/2)
norm from momentum space: 1.000000
norm from position space: 1.000000
kinetic energy from momentum space: 0.125000 hartree
kinetic energy from position space: 0.125000 hartree
kinetic energy converted: 3.4014 eV
most probable momentum: 0.35355 1/bohr (hbar = 1)
```
